**Self-image distance and magnification under point-source illumination**

A grating of period $d$ has its first unshifted plane-wave self-image at $z_T=2d^2/\lambda$, where $\lambda$ is the wavelength. With a point source at distance $R$ before the grating, the paraxial image lies at $z=Rz_T/(R-z_T)$ and is magnified $M=1+z/R$. The program asserts that the derived sum over orders agrees with Fresnel quadrature, and that the half-distance, first and second images have the predicted form. It then searches for the image with true path lengths across the lines, without using the formula, and asserts that distance, magnification and brightness agree with the prediction within stated tolerances. For $R=10$ mm and $z_T=1$ mm the search gives 1.1104 mm and 1.1111, against 1.1111 mm and 1.1111 from the formula. Further assertions cover the image shift from a displaced source and the changes of plane with wavelength, field angle and high diffraction order. The output shows plane shifts of −8.4 µm at the long-wavelength edge of a 5 nm band, −18.3 µm for a mask point 1 mm off axis, and −4.13 µm for order 5.

## Numerical check

```python
"""Talbot self-image of a grating lit by a point source.

Result under test: if plane-wave light gives a self-image at
z_T = 2 d^2 / lambda, a point source at distance R before the grating
gives it at z = R z_T / (R - z_T), magnified M = 1 + z / R.
d: grating period; lambda: wavelength; x: position across the lines.
All lengths inside the program are in micrometres.
Intensity is relative to that falling on the mask centre.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar

WAVELENGTH = 0.365
SOURCE_DISTANCE = 10000.0
TALBOT = 1000.0
PERIOD = np.sqrt(WAVELENGTH * TALBOT / 2)
Q = 2 * np.pi / PERIOD

# Smooth-edged window for a finite stretch of grating.
STEP = 0.2
mask_x = np.arange(-500.0, 500.0 + STEP / 2, STEP)
ramp = np.clip((np.abs(mask_x) - 200.0) / 300.0, 0, 1)
window = np.cos(np.pi * ramp / 2) ** 2


def transmission(x):
    return 0.5 + 0.25 * np.cos(Q * x) + 0.2 * np.sin(2 * Q * x)


def image_distance(talbot, source):
    return source * talbot / (source - talbot)


def fresnel_intensity(x, z, source):
    """Paraxial quadrature in x; the y integral is Gaussian."""
    k = 2 * np.pi / WAVELENGTH
    phase = k * (mask_x**2 / (2 * source)
                 + (x[:, None] - mask_x)**2 / (2 * z))
    values = transmission(mask_x) * window
    field = np.exp(1j * phase) @ values * STEP
    field /= np.sqrt(1j * WAVELENGTH * z)
    return np.abs(field)**2 / (1 + z / source)


def order_sum_intensity(x, z, source):
    """Derived sum over diffraction orders."""
    mag = 1 + z / source
    orders = {0: 0.5, 1: 0.125, -1: 0.125, 2: -0.1j, -2: 0.1j}
    field = np.zeros(len(x), complex)
    for n, c in orders.items():
        delay = np.pi * WAVELENGTH * n**2 * z / (mag * PERIOD**2)
        field += c * np.exp(1j * (n * Q * x / mag - delay))
    return np.abs(field)**2 / mag**2


def path_field(values, x, z, source, lam=WAVELENGTH, offset=0.0):
    """Point-source field with true path lengths in x.

    The integral along the lines uses its stationary point.
    """
    r1 = np.hypot(source, mask_x - offset)
    r2 = np.hypot(z, x[:, None] - mask_x)
    k = 2 * np.pi / lam
    width = np.sqrt(1j * lam * r1 * r2 / (r1 + r2))
    kernel = source * z / (1j * lam * r1 * r2**2) * width
    kernel = kernel * np.exp(1j * k * (r1 + r2))
    return kernel @ (values * window) * STEP


def compare(intensity, x, scale, centre=0.0):
    """Relative mismatch and best brightness for a scaled mask."""
    model = transmission((x - centre) / scale)**2
    bright = model @ intensity / (model @ model)
    error = np.linalg.norm(intensity - bright * model)
    spread = np.linalg.norm(intensity - intensity.mean())
    return error / spread, bright


view = np.linspace(-40.0, 40.0, 61)


def best_scale(z, source):
    """Best mismatch, scale and brightness in one plane."""
    field = path_field(transmission(mask_x), view, z, source)
    intensity = np.abs(field)**2
    scales = np.arange(0.95, 1.2501, 0.005)
    errors = [compare(intensity, view, s)[0] for s in scales]
    guess = scales[np.argmin(errors)]
    fit = minimize_scalar(
        lambda s: compare(intensity, view, s)[0],
        bounds=(guess - 0.005, guess + 0.005), method="bounded",
        options={"xatol": 1e-7})
    return fit.fun, fit.x, compare(intensity, view, fit.x)[1]


def search_image(source):
    """Find the self-image without using the derived formula."""
    planes = np.arange(900.0, 1201.0, 20.0)
    errors = [best_scale(z, source)[0] for z in planes]
    guess = planes[np.argmin(errors)]
    fit = minimize_scalar(
        lambda z: best_scale(z, source)[0],
        bounds=(guess - 20, guess + 20), method="bounded",
        options={"xatol": 0.02})
    return (fit.x,) + best_scale(fit.x, source)


def order_plane(n, lam=WAVELENGTH, offset=0.0):
    """Plane where orders +n and -n are on average in phase with 0.

    The phase varies as n^2 times distance, so the interval shrinks
    as 1/n^2 to keep the phase within one branch, -pi to pi.
    """
    centre = image_distance(TALBOT, SOURCE_DISTANCE)
    half = min(60.0, 150.0 / n**2)

    def phase(z):
        x = np.array([-offset * z / SOURCE_DISTANCE])
        u = [path_field(np.exp(1j * m * Q * mask_x), x, z,
                        SOURCE_DISTANCE, lam, offset)[0]
             for m in (n, -n, 0)]
        return np.angle(u[0] * u[1] / u[2]**2)

    root = brentq(phase, centre - half, centre + half, xtol=1e-5)
    # A jump between branches would also change sign; exclude it.
    assert abs(phase(root)) < 1e-3
    return root


z_image = image_distance(TALBOT, SOURCE_DISTANCE)
mag = 1 + z_image / SOURCE_DISTANCE

# The order sum must agree with direct Fresnel quadrature.
numeric = fresnel_intensity(view, 800.0, SOURCE_DISTANCE)
derived = order_sum_intensity(view, 800.0, SOURCE_DISTANCE)
sum_error = np.max(np.abs(numeric - derived))
assert sum_error < 1e-3

# Self-images: half distance (shifted), first, and second.
image_errors = []
for multiple, shift in ((0.5, PERIOD / 2), (1, 0), (2, 0)):
    z = image_distance(multiple * TALBOT, SOURCE_DISTANCE)
    m = 1 + z / SOURCE_DISTANCE
    numeric = fresnel_intensity(view, z, SOURCE_DISTANCE)
    expected = transmission(view / m + shift)**2 / m**2
    image_errors.append(np.max(np.abs(numeric - expected)))
assert max(image_errors) < 1e-3

# Check the integral along the lines on a rotated contour.
k0 = 2 * np.pi / WAVELENGTH
rho1 = np.hypot(SOURCE_DISTANCE, 20.0)
rho2 = np.hypot(z_image, 30.0)
s = np.linspace(-120, 120, 4801)
r1 = np.sqrt(rho1**2 + 1j * s**2)
r2 = np.sqrt(rho2**2 + 1j * s**2)
integrand = np.exp(1j * k0 * (r1 + r2 - rho1 - rho2))
integrand *= (1 + 1j / (k0 * r2)) / (r1 * r2**2)
full = np.sum(integrand) * (s[1] - s[0]) * np.exp(1j * np.pi / 4)
short = np.sqrt(1j * WAVELENGTH * rho1 * rho2 / (rho1 + rho2))
short /= rho1 * rho2**2
line_error = abs(full / short - 1)
assert line_error < 5e-4

# Blind searches with near and very distant sources.
z_near, err_near, m_near, b_near = search_image(SOURCE_DISTANCE)
z_far, err_far, m_far, b_far = search_image(1e8)
assert abs(z_near - z_image) < 3
assert abs(m_near - mag) < 1e-3
assert abs(b_near - 1 / mag**2) < 2e-3
assert abs(z_far - TALBOT) < 3
assert abs(m_far - 1) < 1e-3
err_old = best_scale(TALBOT, SOURCE_DISTANCE)[0]
assert err_old > 10 * err_near

# A displaced source must move the image the other way.
SOURCE_WIDTH = 10.0
field = path_field(transmission(mask_x), view, z_image,
                   SOURCE_DISTANCE, offset=SOURCE_WIDTH)
moved = np.abs(field)**2
shift_fit = minimize_scalar(
    lambda c: compare(moved, view, mag, c)[0],
    bounds=(-3, 3), method="bounded", options={"xatol": 1e-6})
blur = SOURCE_WIDTH * z_image / SOURCE_DISTANCE
assert abs(shift_fit.x + blur) < 0.02

# Wavelength at the edge of a lamp band.
BANDWIDTH = 0.005
lam_edge = WAVELENGTH + BANDWIDTH / 2
z_colour = order_plane(1, lam=lam_edge)
z_colour_formula = image_distance(2 * PERIOD**2 / lam_edge,
                                  SOURCE_DISTANCE)
z_order1 = order_plane(1)
assert abs(z_colour - z_colour_formula) < 0.5

# Mask point away from the foot of the source.
FIELD_OFFSET = 1000.0
theta = np.arctan(FIELD_OFFSET / SOURCE_DISTANCE)
z_field = order_plane(1, offset=FIELD_OFFSET)
z_field_formula = image_distance(TALBOT * np.cos(theta)**3,
                                 SOURCE_DISTANCE)
assert abs(z_field - z_field_formula) < 1

# Departure of a high order from the paraxial plane.
z_order5 = order_plane(5)
g = 5 * WAVELENGTH / PERIOD
reduced_shift = -(g**2 / 4) * TALBOT**4 * (
    1 / SOURCE_DISTANCE**3 + 1 / z_image**3)
order5_formula = mag**2 * reduced_shift
assert abs(z_order5 - z_image - order5_formula) < 0.3

defocus_phase = 2 * np.pi * 4 * 10 / (mag**2 * TALBOT)

print("INPUTS")
print(f"Wavelength: {WAVELENGTH * 1000:.0f} nm")
print(f"Source distance: {SOURCE_DISTANCE / 1000:.3f} mm")
print(f"Plane-wave self-image: {TALBOT / 1000:.3f} mm")
print(f"Mask period: {PERIOD:.3f} um")
print("RESULTS FROM THE FORMULA")
print(f"Self-image distance: {z_image / 1000:.4f} mm")
print(f"Shift from plane-wave plane: {z_image - TALBOT:.1f} um")
print(f"Magnification: {mag:.4f}")
print(f"Printed period: {mag * PERIOD:.3f} um")
print(f"Brightness factor 1/M^2: {1 / mag**2:.4f}")
print("BLIND SEARCH WITH TRUE PATH LENGTHS")
print(f"Near source, distance: {z_near / 1000:.4f} mm")
print(f"Near source, magnification: {m_near:.4f}")
print(f"Near source, brightness: {b_near:.4f}")
print(f"Far source, distance: {z_far / 1000:.4f} mm")
print(f"Far source, magnification: {m_far:.4f}")
print(f"Mismatch at found near image: {100 * err_near:.3f} %")
print(f"Mismatch if wafer stays at 1 mm: {100 * err_old:.1f} %")
print("QUADRATURE CHECKS")
print(f"Order sum, largest intensity error: {sum_error:.1e}")
print(f"Three images, largest error: {max(image_errors):.1e}")
print(f"Line integral, relative error: {line_error:.1e}")
print("NEGLECTED EFFECTS")
print(f"Source width (rough): {SOURCE_WIDTH:.0f} um")
print(f"Image blur from source width: {blur:.2f} um")
print(f"Measured shift, source moved 10 um: {shift_fit.x:.2f} um")
print(f"Full lamp bandwidth (rough): {BANDWIDTH * 1000:.0f} nm")
print(f"Plane shift at +half band: {z_colour - z_order1:.1f} um")
print(f"Mask point off axis: {FIELD_OFFSET / 1000:.1f} mm")
print(f"Plane shift at that point: {z_field - z_order1:.1f} um")
print(f"Order 1 non-paraxial shift: {z_order1 - z_image:.2f} um")
print(f"Order 5 non-paraxial shift: {z_order5 - z_image:.2f} um")
print(f"Order 5 shift from quartic terms: {order5_formula:.2f} um")
print(f"Order 2 phase for 10 um defocus: {defocus_phase:.3f} rad")
print("OK")
```

Output:

```
INPUTS
Wavelength: 365 nm
Source distance: 10.000 mm
Plane-wave self-image: 1.000 mm
Mask period: 13.509 um
RESULTS FROM THE FORMULA
Self-image distance: 1.1111 mm
Shift from plane-wave plane: 111.1 um
Magnification: 1.1111
Printed period: 15.010 um
Brightness factor 1/M^2: 0.8100
BLIND SEARCH WITH TRUE PATH LENGTHS
Near source, distance: 1.1104 mm
Near source, magnification: 1.1111
Near source, brightness: 0.8100
Far source, distance: 0.9993 mm
Far source, magnification: 1.0000
Mismatch at found near image: 0.057 %
Mismatch if wafer stays at 1 mm: 112.2 %
QUADRATURE CHECKS
Order sum, largest intensity error: 4.8e-08
Three images, largest error: 1.6e-06
Line integral, relative error: 2.1e-05
NEGLECTED EFFECTS
Source width (rough): 10 um
Image blur from source width: 1.11 um
Measured shift, source moved 10 um: -1.11 um
Full lamp bandwidth (rough): 5 nm
Plane shift at +half band: -8.4 um
Mask point off axis: 1.0 mm
Plane shift at that point: -18.3 um
Order 1 non-paraxial shift: -0.16 um
Order 5 non-paraxial shift: -4.13 um
Order 5 shift from quartic terms: -4.11 um
Order 2 phase for 10 um defocus: 0.204 rad
OK
```
